# Secondary-Fluorescence Enhancement in a Thick Binary Alloy under Monochromatic X-Rays, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From isotropic emission to the logarithms

### What symmetry and dimensions fix

In an alloy of two elements, the characteristic radiation of one element can ionize the other. The second element then emits more than the incident beam alone would make it emit. The ratio of this secondary intensity to the primary intensity is a pure number, and most of its form follows before any angular integral is done.

Let the alloy fill a half-space below a flat surface. Measure depth \(t\) as mass per unit area (g/cm²), so that attenuation coefficients are in cm²/g. The incident beam weakens with depth as \(e^{-at}\), and radiation produced at depth \(t'\) reaches the detector with a weight \(e^{-bt'}\). The coefficients \(a\) and \(b\) contain the two beam angles. Between \(t\) and \(t'\) the energy is carried by an intermediate photon, whose attenuation coefficient in the alloy is \(\mu_j\).

Consider the probability that an intermediate photon emitted at depth \(t\) interacts in a layer \(dt'\) at depth \(t'\). Because the alloy is homogeneous, this probability depends on the separation of the depths. Because the emission is isotropic, it is the same upward and downward. Because it is a pure number and \(\mu_j\) is the one coefficient that governs the flight, it must have the form \(\mu_j k(\mu_j|t-t'|)\,dt'\), where \(k\) is a dimensionless function of a dimensionless argument. The secondary intensity is therefore proportional to

\[
J=\int_0^\infty dt\int_0^\infty dt'\,e^{-at}\,\mu_j k(\mu_j|t-t'|)\,e^{-bt'} .
\tag{1}
\]

Exchanging the names \(t\) and \(t'\) exchanges \(a\) and \(b\), so \(J\) is symmetric in them. To go further, split the region of integration at \(t=t'\). In the part \(t'>t\), put \(t'=t+s\) with \(s>0\). The exponentials become \(e^{-(a+b)t}e^{-bs}\), and the integral over \(t\) gives \(1/(a+b)\). In the part \(t'<t\), put \(t=t'+s\). The exponentials become \(e^{-(a+b)t'}e^{-as}\), and the integral over \(t'\) gives the same factor. With \(z=\mu_j s\), the result is

\[
J=\frac{1}{2(a+b)}\left[f\!\left(\frac a{\mu_j}\right)+f\!\left(\frac b{\mu_j}\right)\right],
\qquad
f(y)=2\int_0^\infty k(z)e^{-yz}\,dz .
\tag{2}
\]

One function of one variable remains unknown. Its value at the origin is also fixed. In an unbounded alloy every intermediate photon interacts somewhere, and half of the photons go to each side of the emission depth. Hence \(\int_0^\infty k(z)\,dz=\tfrac12\), and \(f(0)=1\). The angular integration has to supply the rest of \(f\), and this is where the logarithm arises.

### Assumptions and the primary intensity

Call the analyte \(i\) and the enhancing element \(j\), with mass fractions \(W_i\) and \(W_j=1-W_i\). The incident photons have energy \(E_0\), above the K edges of both elements. The detected K line of the analyte has energy \(E_i\), and the K line of the enhancer has energy \(E_j\), which lies above the K edge of \(i\). The K lines of \(i\) lie below the K edge of \(j\), and the K lines of each element lie below its own K edge. The L and softer lines of both elements are taken to lie below both K edges. Under these conditions the sequence "beam ionizes \(j\), line of \(j\) ionizes \(i\)" cannot be continued by another K ionization, and there is no third-order fluorescence term.

For each pure element, let \(\kappa(E)\) be the mass coefficient for ionization of its K shell by photons of energy \(E\). It is smaller than the total attenuation coefficient, which also includes ionization of outer shells and scattering. The total coefficients of the alloy are mass-weighted sums,

\[
\mu(E)=W_i\mu^{(i)}(E)+W_j\mu^{(j)}(E),
\tag{3}
\]

and are abbreviated as \(\mu_0=\mu(E_0)\), \(\mu_i=\mu(E_i)\) and \(\mu_j=\mu(E_j)\). Scattered photons are counted as lost.

The beam enters at an angle \(\psi_1\) and the detected rays leave at an angle \(\psi_2\), both measured from the surface. To reach depth \(t\), an incident photon travels a path \(t/\sin\psi_1\). A photon leaving for the detector from that depth travels \(t/\sin\psi_2\). The two depth coefficients are therefore

\[
a=\frac{\mu_0}{\sin\psi_1},\qquad b=\frac{\mu_i}{\sin\psi_2}.
\tag{4}
\]

Within a layer \(dt\) the path of the incident photon is \(dt/\sin\psi_1\). Per incident photon, the number of K vacancies made directly in the analyte in this layer is

\[
dN_i=W_i\kappa_i(E_0)\,e^{-at}\,\frac{dt}{\sin\psi_1}.
\tag{5}
\]

A K vacancy of \(i\) produces a photon of the detected line with some fixed probability, and the detector accepts a fixed small solid angle with a fixed efficiency. These factors do not depend on how the vacancy was made. They multiply the primary and secondary signals alike and are dropped from both. What remains is the number of vacancies weighted by the escape factor:

\[
P=\int_0^\infty e^{-bt}\,dN_i
=\frac{W_i\kappa_i(E_0)}{\sin\psi_1}\int_0^\infty e^{-(a+b)t}\,dt
=\frac{W_i\kappa_i(E_0)}{\sin\psi_1\,(a+b)} .
\tag{6}
\]

The common solid angle requires a detector that is distant compared with the size of the emitting region. The detector must also see all of that region, including the part that secondary emission adds around the footprint of the beam. The sample must be wide enough to contain it.

### The source of intermediate photons

Let \(\eta_j\) be the number of photons of the chosen \(j\) line emitted per K vacancy of \(j\). It is the K fluorescence yield multiplied by the share of that line in the K emission. By the reasoning that led to (5), the layer \(dt\) emits

\[
dN_j=W_j\eta_j\kappa_j(E_0)\,e^{-at}\,\frac{dt}{\sin\psi_1}
\tag{7}
\]

photons of energy \(E_j\) per incident photon.

The emission is isotropic for a reason that lies in the K shell. A hole in the 1s shell has angular momentum \(1/2\), and such a state has no multipole moment of rank higher than one. The intensity of electric-dipole emission, summed over polarization, depends on direction through moments of rank zero and two. The rank-two moment vanishes here, so no direction is preferred.

Let \(\theta\) be the angle between the emitted ray and the surface normal, and let \(u=|\cos\theta|\). Within either hemisphere, the fraction of photons in a range of polar angle is the solid angle divided by \(4\pi\). Integration over the azimuth gives \(2\pi\), and \(\sin\theta\,d\theta\) has the magnitude \(du\). Thus

\[
\frac{d\Omega}{4\pi}\;\longrightarrow\;\frac{2\pi\,du}{4\pi}=\frac{du}{2},
\qquad 0<u<1 .
\tag{8}
\]

Each hemisphere has the weight \(\tfrac12\), as required. This is the origin of the factor \(\tfrac12\) in the final formula.

A ray with direction \(u\) travels a path \(s/u\) while its depth changes by \(s\). It survives this path with probability \(e^{-\mu_js/u}\). In the next layer \(ds\) its path is \(ds/u\), so the number of K vacancies it makes in the analyte is

\[
W_i\kappa_i(E_j)\,e^{-\mu_js/u}\,\frac{ds}{u}.
\tag{9}
\]

The coefficient in front is that of K ionization of \(i\), while the exponent contains the attenuation by the whole alloy.

### Depth integrals at fixed direction

The factor \(1/u\) in (9) grows without limit for rays nearly parallel to the surface. It causes no difficulty if the depths are integrated first. All integrands are positive, so the order of integration may be chosen freely.

For a downward ray the absorption depth is \(t+s\), with \(s\) between zero and infinity. Leaving aside constant factors, the source contributes \(e^{-at}\), the flight contributes \(e^{-\mu_js/u}/u\), and the escape contributes \(e^{-b(t+s)}\). The depth integral is

\[
D(u)=\int_0^\infty e^{-(a+b)t}dt\;\frac1u\int_0^\infty e^{-(\mu_j/u+b)s}ds
=\frac{1}{a+b}\,\frac{1}{u\,(\mu_j/u+b)}
=\frac{1}{(a+b)(\mu_j+bu)} .
\tag{10}
\]

For an upward ray the absorption depth is \(t'=t-s\), which must be positive because the ray otherwise leaves the alloy. The depth integral is

\[
U(u)=\int_0^\infty dt\,\frac1u\int_0^t ds\;e^{-at}\,e^{-\mu_js/u}\,e^{-b(t-s)} .
\tag{11}
\]

Take \(t'\) and \(s\) as variables. The Jacobian is one, and the region \(0<s<t\) becomes the full quadrant \(t'>0,\ s>0\). With \(t=t'+s\), the exponent is \(-(a+b)t'-(\mu_j/u+a)s\), so

\[
U(u)=\frac1{a+b}\,\frac1{u\,(\mu_j/u+a)}=\frac{1}{(a+b)(\mu_j+au)} .
\tag{12}
\]

The same result follows without the change of variables. The inner integral in (11) is then \(e^{-(a+b)t}\) times \([1-e^{-(\mu_j/u-b)t}]/(\mu_j/u-b)\), and integration over \(t\) gives

\[
\frac{1}{u(\mu_j/u-b)}\left[\frac1{a+b}-\frac1{a+\mu_j/u}\right]
=\frac{1}{u(\mu_j/u-b)}\,\frac{\mu_j/u-b}{(a+b)(a+\mu_j/u)} .
\tag{13}
\]

The difference \(\mu_j/u-b\) cancels, so its zero at \(u=\mu_j/b\) has no physical significance, and (12) is recovered.

Equations (10) and (12) show which attenuation belongs to which hemisphere. A downward photon is absorbed deeper than it was emitted, and the additional depth \(s\) costs a factor \(e^{-bs}\) in escape. An upward photon absorbed at \(t'\) was emitted at \(t'+s\), where the incident beam is weaker by \(e^{-as}\). The take-off coefficient therefore accompanies the downward rays, and the incidence coefficient accompanies the upward rays. For grazing rays, \(u\to0\), both results tend to \(1/[(a+b)\mu_j]\). These photons are absorbed close to their depth of emission and suffer neither loss.

Direct double quadrature of the depth integrals tests (10) and (12). For \((a,b,\mu_j,u)=(0.5,1,1,0.3)\) and \((2,0.7,1.3,0.8)\), in arbitrary common units for the three coefficients, the quadratures agree with the formulas to within one part in \(10^6\).

### The angular integral

The factor \(1/u\) has disappeared, and the remaining integral over direction is elementary. For \(x>0\), substitute \(v=\mu_j+xu\), with \(dv=x\,du\):

\[
\int_0^1\frac{du}{\mu_j+xu}=\frac1x\int_{\mu_j}^{\mu_j+x}\frac{dv}{v}
=\frac1x\ln\!\left(1+\frac{x}{\mu_j}\right).
\tag{14}
\]

Adding the hemispheres with the weight (8) gives

\[
\frac12\int_0^1[D(u)+U(u)]\,du=\frac{L}{2(a+b)},
\tag{15}
\]

\[
L=\frac1a\ln\!\left(1+\frac a{\mu_j}\right)+\frac1b\ln\!\left(1+\frac b{\mu_j}\right).
\tag{16}
\]

The integral \(J\) in (1) counts all interactions of the intermediate photon and so contains one more factor \(\mu_j\) than (15). Comparison with (2) gives \(f(y)=\ln(1+y)/y\). This function tends to one at \(y=0\), as photon conservation demanded.

### The same result from point to point

The kernel \(k\) can also be found without using directions. Measure all lengths as mass per area. A point source of one photon produces \(\mu_je^{-\mu_jR}/(4\pi R^2)\) interactions per unit volume at distance \(R\). In a plane at depth separation \(s\), a ring of radius \(r\) has \(R^2=s^2+r^2\), and hence \(r\,dr=R\,dR\). Summing over the rings gives

\[
\mu_jk(\mu_js)=\mu_j\int_0^\infty\frac{e^{-\mu_jR}}{4\pi R^2}\,2\pi r\,dr
=\frac{\mu_j}2\int_s^\infty\frac{e^{-\mu_jR}}{R}\,dR
=\frac{\mu_j}2E_1(\mu_js),
\tag{17}
\]

where \(E_1(x)=\int_x^\infty e^{-w}dw/w\) is the exponential integral. Near \(x=0\) it grows as \(-\ln x\), which is integrable. The divergence of \(1/u\) at grazing directions thus becomes a harmless logarithm at small depth separation.

A numerical volume integral with the point-source flux \(e^{-\mu_jR}/(4\pi R^2)\) tests the complete sum (15). For \((a/\mu_j,b/\mu_j)=(0.1,0.3)\), \((0.5,1)\), \((3,0.4)\) and \((10,7)\), the largest relative difference is \(1.2\times10^{-11}\).

## Part 2. The enhancement ratio, its limits and a nickel–iron plate

### Symbols and results carried over

The analyte is \(i\), the enhancer is \(j\), and \(W\) denotes mass fractions. K-shell ionization of a pure element has the mass coefficient \(\kappa(E)\), and \(\eta_j\) is the number of photons of the chosen \(j\) line per K vacancy. The alloy has total attenuation coefficients \(\mu_0\), \(\mu_i\) and \(\mu_j\) at the beam energy \(E_0\), at the detected line and at the enhancing line. With angles measured from the surface, \(a=\mu_0/\sin\psi_1\) and \(b=\mu_i/\sin\psi_2\). Part 1 gave the primary signal \(P\) in (6), the source of \(j\) photons in (7), and the sum over depths and directions in (15), with \(L\) defined in (16).

### The ratio

The secondary signal is the product of the constants in (7), the constant \(W_i\kappa_i(E_j)\) in (9), and the integral (15):

\[
S=\frac{W_j\eta_j\kappa_j(E_0)}{\sin\psi_1}\;W_i\kappa_i(E_j)\;\frac{L}{2(a+b)} .
\tag{18}
\]

Division by (6) cancels \(W_i\), \(\sin\psi_1\) and \(a+b\):

\[
\frac SP=C\,L,\qquad
C=\frac12\,W_j\,\eta_j\,\kappa_j(E_0)\,\frac{\kappa_i(E_j)}{\kappa_i(E_0)} .
\tag{19}
\]

The detected intensity is \(P(1+S/P)\). Since \(C\) is in cm²/g and \(L\) is in g/cm², the ratio is a pure number.

The use of K-shell coefficients removes an approximation. If total photoabsorption coefficients replaced \(\kappa_i\), the share of absorptions that occur in the K shell would have to be equal at \(E_j\) and \(E_0\) for it to cancel. In (19) this equality is not needed.

If the enhancer has several lines above the K edge of \(i\), their photons act independently. The ratios (19) add, each with its own \(\eta_j\), \(\kappa_i(E_j)\) and \(\mu_j\). For a beam with several energies, \(S\) and \(P\) must each be summed over the spectrum before division. The resulting ratio is the average of (19) weighted with the primary signal at each energy.

The ratio of secondary to primary signal in a thick, homogeneous two-element alloy is now given by (19), with one logarithmic term for upward and one for downward flight of the intermediate photons. What remains is to examine its limits and its dependence on angle, and to apply it to a nickel–iron plate, including the effects of finite thickness and of the omitted processes.
